# Does umklapp scattering make every half-filled lattice wire resistive?

**Question**

I have spinless fermions on a long chain, half filled, with hopping $t$ and nearest-neighbour repulsion $V=t$. In spin language this is the gapless XXZ chain at anisotropy $1/2$. Two left movers near $-\pi/2$ can scatter into two right movers near $+\pi/2$, because the lattice absorbs the momentum $2\pi$. Nothing forbids this at half filling, and it reverses the current. At high temperature such states are all populated. Must the current therefore decay completely, leaving a zero Drude weight? If not, what stops it?

**Answer**

No. Your scattering process is real, but complete decay does not follow from it. A process that changes the current $J$ shows that $J$ is not conserved. Complete decay requires more: no conserved quantity may overlap with $J$. At $V=t$ such a quantity exists, and it can be written down.

**The model and the umklapp process**

Take

$$H=t\sum_j(c_{j+1}^\dagger c_j+\text{h.c.})+V\sum_j(n_j-\tfrac12)(n_{j+1}-\tfrac12).$$

The sign of $t$ is immaterial, since $c_j\to(-1)^jc_j$ reverses it. A single particle has energy $2t\cos k$ and velocity $-(2t/\hbar)\sin k$, in sites per unit time. With this sign and $t>0$, particles near $-\pi/2$ move right and those near $+\pi/2$ move left. Your labels belong to the opposite sign of $t$, which shifts every momentum by $\pi$; the physics is the same.

Let the pair $k_{1,2}=-\pi/2\mp\delta$ scatter to $k_{3,4}=\pi/2\mp\delta'$. The initial energy is $2t(-\sin\delta+\sin\delta)=0$, and the final energy also vanishes. Total momentum goes from $-\pi$ to $\pi$. On a ring of $n$ sites the interaction has the Fourier transform $2V\cos q$, so antisymmetrized plane waves give the matrix element

$$\frac{2V}{n}\big[\cos(k_3-k_1)-\cos(k_4-k_1)\big]
=\frac{2V}{n}\big[-\cos(\delta-\delta')+\cos(\delta+\delta')\big]
=-\frac{4V}{n}\sin\delta\sin\delta'.$$

For $n=12$, $\delta=30^\circ$, $\delta'=60^\circ$ and $V=t$, its size is $(4/12)(0.5)(0.866)\,t=0.144\,t$. The pair current changes from $3.46\,t/\hbar$ to $-2.00\,t/\hbar$. Umklapp is allowed, conserves energy and reverses the current.

**What could protect the current**

On an open chain, the Jordan–Wigner transformation with $n_j=(1+\sigma^z_j)/2$ gives $H=(t/2)\sum_jh_{j,j+1}$, where

$$h=2(\sigma^+\sigma^-+\sigma^-\sigma^+)+\tfrac12\sigma^z\sigma^z .$$

The last coefficient is $\Delta=V/2t=1/2$. Counting particles that cross each bond gives

$$J=\frac{it}{\hbar}\sum_j(\sigma^+_j\sigma^-_{j+1}-\sigma^-_j\sigma^+_{j+1}).$$

At infinite temperature and mean half filling, all $2^n$ states have equal weight. The natural inner product is $\langle A,B\rangle=2^{-n}\operatorname{tr}A^\dagger B$, with $\|A\|^2=\langle A,A\rangle$.

Particle-hole exchange swaps $\sigma^+$ with $\sigma^-$ and sends $\sigma^z$ to $-\sigma^z$. It leaves $H$ unchanged and reverses $J$. The trace is invariant under the exchange, so an even operator has zero overlap with the odd $J$. This rules out the energy, and also the energy current, which is built from commutators of even bond energies. The particle number measured from half filling is odd, but it is diagonal in the occupations while $J$ is off-diagonal, so it does not help either. We need an odd charge that contains hopping.

**Constructing the charge**

Introduce four auxiliary states $L,1,2,R$ and a matrix $\mathcal L$ whose entries are operators on one site. With $c=\sqrt3/2$, its nonzero entries are

$$\mathcal L_{LL}=\mathcal L_{RR}=I,\quad \mathcal L_{L1}=\sigma^+,\quad \mathcal L_{1R}=\sigma^-,$$
$$\mathcal L_{11}=\tfrac12I,\quad \mathcal L_{22}=-\tfrac12I,\quad \mathcal L_{12}=c\,\sigma^+,\quad \mathcal L_{21}=-c\,\sigma^- .$$

Let $Z=(\mathcal L^{(1)}\mathcal L^{(2)}\cdots\mathcal L^{(n)})_{LR}$. This is a sum over all positions of strings that start with $\sigma^+$ and end with $\sigma^-$:

$$\sigma^+\sigma^-,\qquad \tfrac12\sigma^+I\sigma^-,\qquad \sigma^+\big(\tfrac14II-\tfrac34\sigma^+\sigma^-\big)\sigma^-,\ \ldots$$

To find $[\sum h,Z]$, define a second matrix $\mathcal B$ with nonzero entries $\mathcal B_{11}=\mathcal B_{22}=\tfrac32\sigma^z$ and $\mathcal B_{LR}=-\sigma^z$. I claim that on two neighbouring sites

$$[h,\mathcal L\mathcal L]=\mathcal B\mathcal L-\mathcal L\mathcal B. \qquad (1)$$

Write $p,m,z$ for $\sigma^+,\sigma^-,\sigma^z$. In a two-letter word the first letter acts on the left site. From $[\sigma^+,\sigma^-]=\sigma^z$ and $[\sigma^z,\sigma^\pm]=\pm2\sigma^\pm$,

$$[h,Ip]=-2pz+zp,\quad [h,pI]=-2zp+pz,$$
$$[h,Im]=2mz-zm,\quad [h,mI]=2zm-mz.$$

For two flips, $\sigma^\pm\sigma^\mp=(I\pm\sigma^z)/2$ gives

$$[h,pm]=2\,\frac{(1-z_1)(1+z_2)-(1+z_1)(1-z_2)}4=z_2-z_1,$$

where $z_1=zI$ and $z_2=Iz$. Likewise $[h,mp]=z_1-z_2$, while $[h,pp]=[h,mm]=0$. Each entry of (1) can now be checked, with the right-hand side of (1) written last:

- $(L,1)$: $[h,Ip+\tfrac12pI]=-2pz+zp-zp+\tfrac12pz=-\tfrac32pz=-\mathcal L_{L1}\mathcal B_{11}$.
- $(1,R)$: $[h,\tfrac12Im+mI]=mz-\tfrac12zm+2zm-mz=\tfrac32zm=\mathcal B_{11}\mathcal L_{1R}$.
- $(L,R)$: $[h,pm]=z_2-z_1=\mathcal B_{LR}\mathcal L_{RR}-\mathcal L_{LL}\mathcal B_{LR}$.
- $(1,1)$: $[h,\tfrac14II-\tfrac34pm]=\tfrac34(z_1-z_2)=\mathcal B_{11}\mathcal L_{11}-\mathcal L_{11}\mathcal B_{11}$.
- $(2,2)$: $[h,\tfrac14II-\tfrac34mp]=-\tfrac34(z_1-z_2)=\mathcal B_{22}\mathcal L_{22}-\mathcal L_{22}\mathcal B_{22}$.
- $(1,2)$: $\tfrac c2[h,Ip-pI]=\tfrac{3c}2(zp-pz)=\mathcal B_{11}\mathcal L_{12}-\mathcal L_{12}\mathcal B_{22}$.
- $(2,1)$: $-\tfrac c2[h,mI-Im]=-\tfrac{3c}2(zm-mz)=\mathcal B_{22}\mathcal L_{21}-\mathcal L_{21}\mathcal B_{11}$.

The entries $(L,2)$ and $(2,R)$ contain $pp$ and $mm$ and vanish on both sides. The remaining entries are multiples of the identity or zero, and they also vanish on both sides.

Now sum (1) over the bonds. Each $h_{j,j+1}$ commutes with the matrices on other sites, and neighbouring terms cancel in pairs. What remains is

$$\Big[\sum_jh_{j,j+1},Z\Big]=(\mathcal B^{(1)}\mathcal L^{(2)}\cdots\mathcal L^{(n)}-\mathcal L^{(1)}\cdots\mathcal L^{(n-1)}\mathcal B^{(n)})_{LR}=\sigma^z_n-\sigma^z_1.$$

Here row $L$ and column $R$ of $\mathcal B$ contain only $\mathcal B_{LR}$, which leaves identities on all other sites.

Define the Hermitian operator $Q=i(Z-Z^\dagger)$. Taking the adjoint gives $[\sum h,Z^\dagger]=-(\sigma^z_n-\sigma^z_1)$, so the two contributions add:

$$[H,Q]=\frac t2\,2i(\sigma_n^z-\sigma_1^z)=it(\sigma_n^z-\sigma_1^z),\qquad \|[H,Q]\|=\sqrt2\,t .$$

The charge leaks only through the two ends, at a rate independent of length. It is also odd: the coefficients in $Z$ are real, so particle-hole exchange turns $Z$ into $Z^\dagger$ and $Q$ into $-Q$.

**Is it local enough?**

A charge with arbitrarily long strings is useful here only if its squared norm grows no faster than $n$. Different words in $I,\sigma^+,\sigma^-$ are orthogonal, and each word in $Z$ comes from one auxiliary path. Since $\|\sigma^\pm\|^2=1/2$, squared weights inside a string are propagated by

$$T=\begin{pmatrix}1/4&3/8\\3/8&1/4\end{pmatrix},$$

where $3/8=c^2/2$. Its eigenvalues are $5/8$ and $-1/8$, with eigenvectors $(1,\pm1)/\sqrt2$. The two end operators contribute $1/4$, so strings of range $r$ have squared norm

$$N_r=\tfrac14(T^{r-2})_{11}=\tfrac18\Big[\big(\tfrac58\big)^{r-2}+\big(-\tfrac18\big)^{r-2}\Big].$$

The first values are $0.25$, $0.0625$ and $0.0508$, and in the tail each extra site multiplies the squared norm by about $5/8$. This exponential decay is what "quasilocal" means here. Summing the two geometric series,

$$\sum_{r\ge2}N_r=\tfrac18\Big(\tfrac83+\tfrac89\Big)=\tfrac49.$$

The strings in $Z$ begin with $\sigma^+$ and those in $Z^\dagger$ with $\sigma^-$, so the two are orthogonal and $\|Q\|^2/n\to2\cdot4/9=8/9$.

Only the range-two strings of $Q$ overlap with $J$. On each bond $\|\sigma^+\sigma^--\sigma^-\sigma^+\|^2=1/4+1/4=1/2$. Hence, per site of a long chain,

$$\frac{\langle Q,J\rangle}n\to\frac t{2\hbar},\qquad \frac{\|J\|^2}n\to\frac{t^2}{2\hbar^2}.$$

**From the charge to a bound**

Average the current over a time $s$: $\bar J_s=s^{-1}\int_0^sJ(\tau)\,d\tau$. Moving the time dependence onto $Q$ gives $\langle Q,J(\tau)\rangle=\langle Q(-\tau),J\rangle$. The end leak implies $\|Q(-\tau)-Q\|\le\sqrt2\,t\tau/\hbar$. The average of $\tau$ is $s/2$, so

$$|\langle Q,\bar J_s\rangle-\langle Q,J\rangle|\le\frac{st}{\sqrt2\,\hbar}\|J\|.$$

The Cauchy–Schwarz inequality $\|Q\|\,\|\bar J_s\|\ge|\langle Q,\bar J_s\rangle|$ then yields

$$\frac{\|\bar J_s\|}{\|J\|}\ge\sqrt F-\frac{st}{\sqrt2\,\hbar\|Q\|},\qquad F=\frac{\langle Q,J\rangle^2}{\|Q\|^2\|J\|^2}\to\frac{1/4}{(8/9)(1/2)}=\frac9{16}. \qquad (2)$$

Because $\|Q\|$ grows as $\sqrt n$, the boundary term disappears when $n\to\infty$ at fixed $s$. Only then let $s\to\infty$. This order matters: it asks about the bulk before the ends have had time to act.

Let $C(\tau)=\langle J,J(\tau)\rangle/n$ in the long-chain limit, which exists at fixed $\tau$ because local operators spread at finite speed up to small tails. Its spectrum is nonnegative, and $\|\bar J_s\|^2/n$ is that spectrum weighted by $[\sin(\omega s/2)/(\omega s/2)]^2$. As $s\to\infty$, only a zero-frequency weight $C_\infty$ survives. Therefore

$$C_\infty\ge\frac9{16}\,\frac{t^2}{2\hbar^2}=\frac9{32}\,\frac{t^2}{\hbar^2}.$$

The electric current, integrated over the wire, is $eaJ$, with lattice constant $a$. At high temperature Kubo's formula becomes

$$\operatorname{Re}\sigma(\omega)\simeq\frac{\beta e^2a}{2}\int d\tau\,e^{i\omega\tau}C(\tau).$$

A persistent part $C_\infty$ contributes $\pi\beta e^2aC_\infty\,\delta(\omega)$. With the convention $\operatorname{Re}\sigma=\pi D\delta(\omega)+\text{regular}$,

$$D=\beta e^2aC_\infty\ge\frac9{32}\,\frac{\beta e^2at^2}{\hbar^2}\quad\text{to leading order in }\beta .$$

The case $V=0$ checks the normalization. There the bulk current is conserved, so $C_\infty=t^2/2\hbar^2$ and $D=\beta e^2at^2/2\hbar^2$. Free-fermion theory gives the same: the average squared velocity $2a^2t^2/\hbar^2$, times $\beta f(1-f)=\beta/4$, times $e^2/a$.

**What the numbers mean**

Prepare a small current with a density matrix proportional to $1+\lambda J$. Its later current is $\lambda nC(\tau)$, so its long-time average is at least $9/16$, or 56%, of the initial value. Umklapp may redistribute the rest, but it cannot remove the part tied to $Q$. The bound does not say how much of the rest decays.

For a finite case, take $10^6$ sites and $s=100\,\hbar/t$. The boundary term in (2) is $100/\sqrt{2(0.8889)10^6}=0.075$. The guaranteed fraction of $\|J\|^2$ is $(0.750-0.075)^2=0.456$.

At $\beta t=0.1$ the leading bound is $D\ge0.1\times0.2813=0.028$ in units of $e^2at/\hbar^2$. On a half-filled 14-site ring, going from infinite temperature to $\beta t=0.1$ changes the averaged current correlation by $-1.4\%$. This number depends strongly on size and filling: it is $-5.0\%$ for 10 sites and $-2.7\%$ for 12, while averaging over all fillings gives $+0.6\%$ for 12 sites and $+0.8\%$ for 14. These are periodic spin rings. With six particles on 12 sites, that corresponds to antiperiodic fermions; periodic fermions give $+1.2\%$ instead of $-2.7\%$. The number is therefore not an estimate of the next correction for a long chain.

Fixing the particle number does not destroy the overlap on a short chain. For 10 sites, $F=0.649$ over all fillings and $0.631$ at exactly half filling.

**Where the protection fails**

The argument needs this particular Hamiltonian. Keep $t$ fixed and raise $V$ to $1.2t$: the squared norm of the leak beyond the end terms is $0.059\,t^2$ for 6 sites and $0.122\,t^2$ for 9. This $Q$ now leaks in the bulk. That does not prove $D=0$ at $V=1.2t$, since a different charge may exist there.

A second-neighbour repulsion $V_2\sum_j(n_j-\tfrac12)(n_{j+2}-\tfrac12)$ also breaks the conservation law. The table gives $\|\bar J_s\|^2/\|J\|^2$ from exact diagonalization of half-filled spin rings at infinite temperature, with $V=t$ throughout and $s$ in units of $\hbar/t$.

| Sites | $V_2/t$ | $s=10$ | $s=40$ |
|---|---:|---:|---:|
| 10 | 0 | 0.589 | 0.522 |
| 10 | 1.5 | 0.228 | 0.039 |
| 12 | 0 | 0.615 | 0.557 |
| 12 | 1.5 | 0.251 | 0.072 |
| 14 | 0 | 0.622 | 0.574 |
| 14 | 1.5 | 0.254 | 0.069 |

Two unperturbed entries lie below $9/16=0.5625$. They do not contradict the bound, which holds for a long chain averaged over all fillings, not for each small ring at fixed filling. Averaged over all fillings, the same rings give $0.649$, $0.644$ and $0.638$ at $s=40$, all above the bound. With $V_2=1.5t$ and 14 sites, the fraction falls by a factor of 3.7 when $s$ grows fourfold. A $1/s$ law, expected when $C(\tau)$ has a finite time integral, would give 4. The agreement is only rough, since the same factor is 5.9 for 10 sites and 3.5 for 12. The boundary condition matters too: the 12-site spin ring describes antiperiodic fermions, and for periodic fermions its entries at $s=40$ become $0.616$ for $V_2=0$ and $0.151$ for $V_2=1.5t$, with a factor of only 1.9. The values at $s=40$ do not fall steadily with size, so these rings illustrate resistive behaviour without proving it for an infinite wire.

A real wire also has phonons, disorder and longer-ranged repulsion, none of which this charge is built to survive. The half-filled 14-site ring illustrates the last at $s=40\,\hbar/t$: $V_2=0.25t$ lowers the retained fraction from 0.57 to 0.44. The table's $V_2=1.5t$, which is stronger than $V$ itself and so not typical of a real wire, lowers it to 0.07. The temperature is also far from usual. For a hopping of roughly 0.1 eV, $\beta t=0.1$ means $k_BT\approx1$ eV, many times the thermal energy at room temperature. The result is a statement about the ideal chain, not a prediction that half-filled materials conduct without resistance.

So allowed umklapp does not by itself imply a zero Drude weight. Ask whether there is a conserved quantity whose squared norm and whose overlap with the current both grow in proportion to the length. If the high-temperature Drude weight is nonzero, the long-time average of the current, taken after $n\to\infty$ as above (on a finite open chain it is zero), is itself such a quantity, so if none exists the weight vanishes. A finite resistance also requires the current correlation to decay fast enough. The main computed values are in the numerical output below.

## Values computed for the example and the checks

```
Units: t = hbar = a = e = 1; V = 1
umklapp ring sites: 12
umklapp delta in, out (deg): 30, 60
umklapp matrix element (t): 0.14434
pair energy before, after (t): 0.000, 0.000
pair current before, after (t/hbar): 3.4641, -2.0000
local identity, largest error: 2.2e-16
squared norm of strings of range 2: 0.250000
squared norm of strings of range 3: 0.062500
squared norm of strings of range 4: 0.050781
squared norm of strings of range 5: 0.030273
squared norm of strings of range 6: 0.019104
squared norm of strings of range 7: 0.011917
squared norm of strings of range 8: 0.007451
squared norm of strings of range 9: 0.004657
sum of string norms, all ranges: 0.44444
open chain sites: 10
leak minus end terms, largest error (t): 1.7e-16
norm of [H,Q] (t): 1.41421
energy-current overlap with J: 0.0e+00
overlap <Q,J> per bond (t/hbar): 0.50000
|Q|^2 on open chain: 6.92975
protected fraction, 10 sites, all fillings: 0.64937
protected fraction, 10 sites, half filled: 0.63072
|Q|^2 per site, long chain: 0.8889
protected fraction, long chain: 0.5625
bound on C_inf = D/beta, long chain: 0.2813
10 sites, time 1 hbar/t: exact fraction 0.9342, bound 0.2886
long example: sites 1000000, time 100 hbar/t
long example: boundary loss in amplitude 0.0750
long example: guaranteed fraction 0.4556
beta t = 0.1: leading Drude bound (e^2 a t/hbar^2): 0.02813
thermal change of 14-site plateau at beta t = 0.1: -1.39 %
bulk leak squared (t^2), V=1.2, 6 and 9 sites: 0.0588, 0.1223
bulk leak squared (t^2), V2=1.5, 6 and 9 sites: 4.6928, 9.9931
ring fractions for averaging times 10 and 40 hbar/t:
  10 sites, V2=0:   0.5893, 0.5220
  10 sites, V2=1.5: 0.2282, 0.0385
  12 sites, V2=0:   0.6153, 0.5574
  12 sites, V2=1.5: 0.2510, 0.0717
  14 sites, V2=0:   0.6223, 0.5737
  14 sites, V2=1.5: 0.2544, 0.0691
```
